# Steady oxygen profile in a sealed metal rod carrying current: verification in Python

```python
"""
Result under test: dilute oxygen in a sealed, isothermal metal rod with steady
current settles to c(x) = c(0) exp(F x / kT), with F = Z e E. For Z < 0 and x
measured from the anode, it decays with length lambda = kT / (|Z| e E).

c: oxygen atoms per metal atom; Z: effective charge number; E: electric field;
D: diffusion coefficient; F: mean force along an atomic jump (wind included);
T: temperature; k: Boltzmann constant; e: elementary charge.
Material inputs are rough values for electrotransport purification of yttrium.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.linalg import expm

k_B, e = const.k, const.e


def transport_matrix(n, length, diffusion, force_kT, ring=False):
    """Finite-volume dc/dt = A c; D and F/kT are given at cell faces."""
    h = length / n
    faces = n if ring else n - 1
    diff = np.broadcast_to(diffusion, faces)
    force = np.broadcast_to(force_kT, faces)
    A = np.zeros((n, n))
    for i in range(faces):
        j = (i + 1) % n
        forward = diff[i] * (1 / h + force[i] / 2)
        backward = diff[i] * (1 / h - force[i] / 2)
        A[i, i] -= forward / h
        A[i, j] += backward / h
        A[j, i] += forward / h
        A[j, j] -= backward / h
    return A


def stationary(A):
    """Stationary concentration with mean value one."""
    n = len(A)
    B = A.copy()
    B[-1] = 1.0
    rhs = np.zeros(n)
    rhs[-1] = n
    return np.linalg.solve(B, rhs)


# Test: path-averaged force and Einstein relation in a barrier landscape.
# Units here: jump length = 1, kT = 1, local diffusion coefficient = 1.
cells, points, mean_force = 12, 80, 0.1
n_micro = cells * points
face = np.arange(1, n_micro) / points
barrier_force = 4 * np.pi * np.sin(2 * np.pi * face)
wind = mean_force * (1 + 0.8 * np.cos(2 * np.pi * face))
sealed = stationary(transport_matrix(n_micro, cells, 1.0, barrier_force + wind))
site_population = sealed.reshape(cells, points).sum(axis=1)
micro_slope = np.log(site_population[-1] / site_population[0]) / (cells - 1)
assert abs(micro_slope / mean_force - 1) < 0.01

rates = np.sort(-np.linalg.eigvals(
    transport_matrix(n_micro, cells, 1.0, barrier_force)).real)
D_micro = rates[1] / (2 * (1 - np.cos(np.pi / cells)))
ring_face = np.arange(1, points + 1) / points
ring_force = (4 * np.pi * np.sin(2 * np.pi * ring_face)
              + mean_force * (1 + 0.8 * np.cos(2 * np.pi * ring_face)))
ring_c = stationary(transport_matrix(points, 1.0, 1.0, ring_force, ring=True))
ring_next = np.roll(ring_c, -1)
ring_flux = (-(ring_next - ring_c) * points
             + ring_force * (ring_c + ring_next) / 2)
v_micro = ring_flux.mean()  # one particle per cell of unit length
einstein_ratio = v_micro / (D_micro * mean_force)
assert abs(einstein_ratio - 1) < 0.02  # grid error and finite barrier height

# Inputs of the worked example, SI.
T = 1400.0
current_density = 1000.0e4
resistivity = 150.0e-8
Z = -2.0
D = 5.0e-10
L = 0.030
radius = 1.0e-3
c_mean = 200.0e-6
metal_density = 3.0e28

# Derived formulas.
E = resistivity * current_density
F = Z * e * E
decay = k_B * T / abs(F)
u = L / decay
c_anode = c_mean * u / (1 - np.exp(-u))
c_cathode = c_anode * np.exp(-u)
drift = D * abs(F) / (k_B * T)
slow_time = 1 / (D * ((np.pi / L) ** 2 + 1 / (4 * decay ** 2)))

# Test: uniform oxygen evolves to the predicted profile.
n = 200
h = L / n
x = (np.arange(n) + 0.5) * h
A = transport_matrix(n, L, D, F / (k_B * T))
uniform = np.full(n, c_mean)
final = expm(A * 40 * slow_time) @ uniform
predicted = c_anode * np.exp(-x / decay)
profile_error = np.max(np.abs(final / predicted - 1))
assert profile_error < 2e-3  # second-order grid error
numeric_decay = (x[-1] - x[0]) / np.log(final[0] / final[-1])

# Test: slowest decay rate of the sealed rod.
rod_rates = np.sort(-np.linalg.eigvals(A).real)
assert abs(rod_rates[1] * slow_time - 1) < 2e-3

# Test: a position-dependent D leaves the stationary profile unchanged.
x_face = np.arange(1, n) * h
D_varied = D * (1 + 0.9 * np.sin(9 * x_face / L))
varied = c_mean * stationary(transport_matrix(n, L, D_varied, F / (k_B * T)))
assert np.max(np.abs(varied / predicted - 1)) < 2e-3

# Time for the cathode end to come within one percent of its final value.
hour = 3600.0
step = expm(A * hour)
c_now, settle_hours = uniform.copy(), 0
while abs(c_now[-1] / final[-1] - 1) > 0.01:
    c_now = step @ c_now
    settle_hours += 1
    assert settle_hours < 5000
settle_time = settle_hours * hour

# Neglected: site blocking. Zero net exchange between two neighbour sites
# with exclusion must give d ln c/dx = (F/kT)(1 - c).
theta, bias = 0.2, 1e-4


def exclusion_flux(next_theta):
    return (np.exp(bias / 2) * theta * (1 - next_theta)
            - np.exp(-bias / 2) * next_theta * (1 - theta))


f0, f1 = exclusion_flux(0.0), exclusion_flux(1.0)
theta_next = f0 / (f0 - f1)  # root, since the flux is linear in next_theta
assert abs(np.log(theta_next / theta) / bias / (1 - theta) - 1) < 1e-3
blocking = c_anode

# Neglected: extra resistivity from oxygen, rough 5 microohm cm per atomic %.
oxygen_resistivity = 5.0e-8 / 0.01
field_rise = oxygen_resistivity * c_anode / resistivity

# Neglected: cooler ends. Radiation balances Joule heat far from the ends.
joule = resistivity * current_density ** 2
emissivity = joule * radius / (2 * const.Stefan_Boltzmann * T ** 4)
lorenz = np.pi ** 2 / 3 * (k_B / e) ** 2
conductivity = lorenz * T / resistivity
radial_drop = joule * radius ** 2 / (4 * conductivity)
thermal_length = np.sqrt(conductivity * radius
                         / (8 * emissivity * const.Stefan_Boltzmann * T ** 3))
end_cooling = 100.0
Q = 0.3 * e


def heat_equation(_, y):
    loss = 2 * emissivity * const.Stefan_Boltzmann * y[0] ** 4 / radius
    return np.vstack((y[1], (loss - joule) / conductivity))


def cooled_ends(left, right):
    return np.array([left[0] - T + end_cooling, right[0] - T + end_cooling])


mesh = np.linspace(0, L, 121)
guess = np.vstack((np.full(mesh.size, T - end_cooling / 2),
                   np.zeros(mesh.size)))
heat = solve_bvp(heat_equation, cooled_ends, mesh, guess, tol=1e-6,
                 max_nodes=20000)
assert heat.success
T_end, gradient = heat.sol(0.0)
T_middle = heat.sol(L / 2)[0]
linear_gradient = (end_cooling / thermal_length
                   * np.tanh(L / (2 * thermal_length)))
assert abs(gradient / linear_gradient - 1) < 0.10  # linearised radiation


def local_decay(heat_of_transport):
    return 1 / (abs(F) / (k_B * T_end)
                + heat_of_transport * gradient / (k_B * T_end ** 2))


fine = np.linspace(0, L, 4001)
cooled_ratio = np.exp(abs(F) / k_B * np.trapezoid(1 / heat.sol(fine)[0], fine)
                      if hasattr(np, "trapezoid") else
                      abs(F) / k_B * np.trapz(1 / heat.sol(fine)[0], fine))
# Test: symmetric cooling makes Q drop out of the end-to-end ratio.
T_face, slope_face = heat.sol(x_face)
for heat_of_transport in (-Q, Q):
    thermal_force = (F / (k_B * T_face)
                     - heat_of_transport * slope_face / (k_B * T_face ** 2))
    hot = stationary(transport_matrix(n, L, D, thermal_force))
    # Extrapolate half a cell to each end with the local logarithmic slope.
    left_end = np.log(hot[0]) + 0.5 * np.log(hot[0] / hot[1])
    right_end = np.log(hot[-1]) + 0.5 * np.log(hot[-1] / hot[-2])
    assert abs(left_end - right_end - np.log(cooled_ratio)) < 0.01

# Neglected: oxygen uptake from residual gas, every molecule sticking.
gas_pressure = 1.0e-11 * const.torr
gas_T = 300.0
O2_mass = 32.0 * const.atomic_mass
impingement = gas_pressure / np.sqrt(2 * np.pi * O2_mass * k_B * gas_T)
leak = 2 * impingement * (2 / radius) / metal_density
leak_floor = leak * decay ** 2 / D


def leak_response(matrix, source, time):
    size = len(matrix)
    augmented = np.zeros((size + 1, size + 1))
    augmented[:size, :size] = matrix
    augmented[:size, -1] = source
    return expm(augmented * time)[:size, -1]


# Test of the floor in a long rod, units lambda = D = source = 1.
long_n, long_L = 300, 12.0
long_rod = leak_response(transport_matrix(long_n, long_L, 1.0, -1.0), 1.0, 60.0)
assert abs(long_rod[-1] / (1 + long_L / long_n / 2) - 1) < 0.01
leak_cathode = leak * leak_response(A, 1.0, settle_time)[-1]

# Neglected: evaporation of the metal, rough vapour pressure.
vapour_pressure = 1.0e-6 * const.torr
metal_mass = 88.9 * const.atomic_mass
recession = (vapour_pressure / np.sqrt(2 * np.pi * metal_mass * k_B * T)
             / metal_density)
radius_loss = recession * settle_time
current_rise = (radius / (radius - radius_loss)) ** 2 - 1

print(f"Landscape: sealed slope / mean force = {micro_slope/mean_force:.4f}")
print(f"Landscape: v kT/(D F) = {einstein_ratio:.4f}")
print(f"Temperature = {T:.0f} K")
print(f"Current density = {current_density/1e4:.0f} A/cm2")
print(f"Resistivity = {resistivity*1e8:.0f} microohm cm")
print(f"Effective charge number = {Z:.1f}")
print(f"Diffusion coefficient = {D*1e4:.1e} cm2/s")
print(f"Rod length = {L*1e3:.1f} mm")
print(f"Rod radius = {radius*1e3:.2f} mm")
print(f"Mean oxygen = {c_mean*1e6:.0f} atomic ppm")
print(f"Metal atom density = {metal_density/1e6:.1e} cm^-3")
print(f"Electric field = {E/100:.3f} V/cm")
print(f"Voltage along rod = {E*L:.3f} V")
print(f"Thermal energy kT = {k_B*T/e:.5f} eV")
print(f"Force magnitude = {abs(F)/e/100:.3f} eV/cm")
print(f"Decay length, formula = {decay*1e3:.3f} mm")
print(f"Decay length, simulation = {numeric_decay*1e3:.3f} mm")
print(f"Largest profile difference = {profile_error*100:.3f} %")
print(f"L/lambda = {u:.3f}")
print(f"Oxygen at anode end = {c_anode*1e6:.1f} atomic ppm")
print(f"Oxygen at cathode end = {c_cathode*1e6:.3f} atomic ppm")
print(f"End ratio, isothermal = {np.exp(u):.0f}")
print(f"Drift speed = {drift*1e3*hour:.3f} mm/h")
print(f"Slowest decay time, formula = {slow_time/hour:.2f} h")
print(f"Slowest decay time, matrix = {1/rod_rates[1]/hour:.2f} h")
print(f"Cathode end within 1 % after = {settle_hours} h")
print(f"Site blocking, slope change at anode = {-blocking*100:.3f} %")
print("Oxygen resistivity input = "
      f"{oxygen_resistivity*1e6:.1f} microohm cm per at.%")
print(f"Oxygen resistivity, field rise at anode = {field_rise*100:.2f} %")
print(f"Emissivity needed for heat balance = {emissivity:.3f}")
print(f"Thermal conductivity, Lorenz = {conductivity:.1f} W/(m K)")
print(f"Radial temperature drop = {radial_drop:.2f} K")
print(f"Thermal end length = {thermal_length*1e3:.2f} mm")
print(f"End cooling input = {end_cooling:.0f} K")
print(f"Middle temperature with cooled ends = {T_middle:.1f} K")
print(f"Temperature gradient at anode = {gradient/1e3:.2f} K/mm")
print(f"Heat of transport input, magnitude = {Q/e:.2f} eV")
print(f"Anode decay length, Q positive = {local_decay(Q)*1e3:.3f} mm")
print(f"Anode decay length, Q negative = {local_decay(-Q)*1e3:.3f} mm")
print(f"End ratio, cooled ends = {cooled_ratio:.0f}")
print(f"Residual O2 pressure = {gas_pressure/const.torr:.1e} Torr")
print(f"Residual gas temperature = {gas_T:.0f} K")
print(f"Leak rate = {leak*1e6*hour:.5f} atomic ppm/h")
print(f"Leak floor, long-rod formula = {leak_floor*1e6:.3f} atomic ppm")
print(f"Leak at cathode when settled = {leak_cathode*1e6:.3f} atomic ppm")
print(f"Leak / sealed cathode value = {leak_cathode/c_cathode*100:.1f} %")
print(f"Metal vapour pressure input = {vapour_pressure/const.torr:.1e} Torr")
print(f"Radius lost while settling = {radius_loss*1e6:.1f} micrometre")
print(f"Current density rise from loss = {current_rise*100:.2f} %")
print("PASS")
```

It prints:

```
Landscape: sealed slope / mean force = 1.0031
Landscape: v kT/(D F) = 1.0025
Temperature = 1400 K
Current density = 1000 A/cm2
Resistivity = 150 microohm cm
Effective charge number = -2.0
Diffusion coefficient = 5.0e-06 cm2/s
Rod length = 30.0 mm
Rod radius = 1.00 mm
Mean oxygen = 200 atomic ppm
Metal atom density = 3.0e+22 cm^-3
Electric field = 0.150 V/cm
Voltage along rod = 0.450 V
Thermal energy kT = 0.12064 eV
Force magnitude = 0.300 eV/cm
Decay length, formula = 4.021 mm
Decay length, simulation = 4.021 mm
Largest profile difference = 0.069 %
L/lambda = 7.460
Oxygen at anode end = 1492.9 atomic ppm
Oxygen at cathode end = 0.859 atomic ppm
End ratio, isothermal = 1737
Drift speed = 0.448 mm/h
Slowest decay time, formula = 21.02 h
Slowest decay time, matrix = 21.02 h
Cathode end within 1 % after = 184 h
Site blocking, slope change at anode = -0.149 %
Oxygen resistivity input = 5.0 microohm cm per at.%
Oxygen resistivity, field rise at anode = 0.50 %
Emissivity needed for heat balance = 0.344
Thermal conductivity, Lorenz = 22.8 W/(m K)
Radial temperature drop = 1.64 K
Thermal end length = 7.29 mm
End cooling input = 100 K
Middle temperature with cooled ends = 1373.8 K
Temperature gradient at anode = 12.74 K/mm
Heat of transport input, magnitude = 0.30 eV
Anode decay length, Q positive = 3.401 mm
Anode decay length, Q negative = 4.140 mm
End ratio, cooled ends = 2269
Residual O2 pressure = 1.0e-11 Torr
Residual gas temperature = 300 K
Leak rate = 0.01721 atomic ppm/h
Leak floor, long-rod formula = 0.155 atomic ppm
Leak at cathode when settled = 0.164 atomic ppm
Leak / sealed cathode value = 19.1 %
Metal vapour pressure input = 1.0e-06 Torr
Radius lost while settling = 22.0 micrometre
Current density rise from loss = 4.55 %
PASS
```
